# Orbital-Optimized MP2: First-Order Properties Without a Z-Vector: a program that tests the result

```python
# Result under test: orbital-optimized MP2 (OMP2) makes the functional
#   J(t, kappa) = <0|H|0> + 2<Psi1|H|0> + <Psi1|F - <0|F|0>|Psi1>
# stationary in the doubles amplitudes t and the orbital rotations kappa.
# Hence dE/dx is the explicit derivative of J: no Z-vector is needed and the
# unrelaxed density is already the relaxed one. Ordinary MP2 lacks this.
# Symbols: h, g = one-electron and antisymmetrized two-electron integrals,
# gamma, Gamma = one- and two-particle densities, D = correlation part of gamma,
# F = Fock operator, Psi1 = doubles function. Real spin orbitals, occupied first.
# Atomic units are used throughout.
import numpy as np
from types import SimpleNamespace
from scipy import constants
from scipy.linalg import expm
from pyscf import gto, scf, mp

rng = np.random.default_rng(7)


def transform(tensor, matrices):
    """Transform the axes in turn; each new axis goes to the end."""
    for matrix in matrices:
        tensor = np.tensordot(tensor, matrix, axes=(0, 0))
    return tensor


def densities(t, size):
    """Reference density, correlation correction and two-particle density."""
    o = t.shape[0]
    ref = np.zeros((size, size))
    ref[:o, :o] = np.eye(o)
    corr = np.zeros((size, size))
    corr[:o, :o] = -0.5 * np.tensordot(t, t, axes=([1, 2, 3], [1, 2, 3]))
    corr[o:, o:] = 0.5 * np.tensordot(t, t, axes=([0, 1, 3], [0, 1, 3]))
    product = (np.einsum('pr,qs->pqrs', ref + corr, ref)
               + np.einsum('pr,qs->pqrs', ref, corr))
    pair = product - product.transpose(0, 1, 3, 2)
    pair[:o, :o, o:, o:] += t
    pair[o:, o:, :o, :o] += t.transpose(2, 3, 0, 1)
    return ref, corr, pair


def fock_matrix(h, g, o):
    return h + np.einsum('pkqk->pq', g[:, :o, :, :o])


def solve_amplitudes(f, g, o):
    """Stationary doubles for Fock blocks that need not be diagonal."""
    eo, uo = np.linalg.eigh(f[:o, :o])
    ev, uv = np.linalg.eigh(f[o:, o:])
    v = transform(g[:o, :o, o:, o:], (uo, uo, uv, uv))
    gap = (ev[None, None, :, None] + ev[None, None, None, :]
           - eo[:, None, None, None] - eo[None, :, None, None])
    return transform(-v / gap, (uo.T, uo.T, uv.T, uv.T))


# ---- Functional and densities against explicit operators in Fock space ----
def fock_space_test():
    n, o = 6, 3
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    ann = []
    for p in range(n):
        op = np.eye(1)
        for q in range(n):
            factor = np.diag([1.0, -1.0]) if q < p else (
                lower if q == p else np.eye(2))
            op = np.kron(op, factor)
        ann.append(op)
    cre = [op.T for op in ann]
    h = rng.normal(size=(n, n))
    h = h + h.T
    g = rng.normal(size=(n * n, n * n))
    g = (g + g.T).reshape(n, n, n, n)
    g = g - g.transpose(1, 0, 2, 3)
    g = g - g.transpose(0, 1, 3, 2)
    t = 0.1 * rng.normal(size=(o, o, n - o, n - o))
    t = t - t.transpose(1, 0, 2, 3)
    t = t - t.transpose(0, 1, 3, 2)

    def one_body(m):
        return sum(m[p, q] * cre[p] @ ann[q]
                   for p in range(n) for q in range(n))

    ham = one_body(h)
    for p in range(n):
        for q in range(n):
            for r in range(n):
                for s in range(n):
                    if p != q and r != s:
                        ham = ham + 0.25 * g[p, q, r, s] * (
                            cre[p] @ cre[q] @ ann[s] @ ann[r])
    zero = np.zeros(2 ** n)
    zero[0] = 1.0
    for p in range(o):
        zero = cre[p] @ zero
    psi = np.zeros(2 ** n)
    for i in range(o):
        for j in range(o):
            for a in range(n - o):
                for b in range(n - o):
                    psi += 0.25 * t[i, j, a, b] * (
                        cre[o + a] @ (cre[o + b] @ (ann[j] @ (ann[i] @ zero))))
    fop = one_body(fock_matrix(h, g, o))
    direct = (zero @ ham @ zero + 2 * psi @ ham @ zero
              + psi @ fop @ psi - (zero @ fop @ zero) * (psi @ psi))
    ref, corr, pair = densities(t, n)
    contracted = np.sum(h * (ref + corr)) + 0.25 * np.sum(pair * g)
    m = rng.normal(size=(n, n))
    m = m + m.T
    mop = one_body(m)
    norm = psi @ psi
    linked = zero @ mop @ zero + psi @ mop @ psi - norm * (zero @ mop @ zero)
    total = zero + psi
    normalized = (total @ mop @ total) / (total @ total)
    assert abs(direct - contracted) < 1e-10
    assert abs(linked - np.sum(m * (ref + corr))) < 1e-10
    assert abs(normalized - np.sum(m * (ref + corr / (1 + norm)))) < 1e-10
    assert abs(norm - 0.25 * np.sum(t * t)) < 1e-12
    return abs(direct - contracted)


fock_space_error = fock_space_test()


# ---- Molecule: fluorine at the origin, hydrogen on the z axis ----
def build_molecule(bond):
    return gto.M(atom=[['F', (0, 0, 0)], ['H', (0, 0, bond)]],
                 unit='Bohr', basis='6-31g', verbose=0)


def integrals(mol):
    n = mol.nao_nr()
    eri = mol.intor('int2e').reshape(n, n, n, n)
    spin = np.zeros((2 * n,) * 4)
    blocks = (slice(0, n), slice(n, 2 * n))
    for s in blocks:
        for u in blocks:
            spin[s, s, u, u] = eri
    coulomb = spin.transpose(0, 2, 1, 3)
    g = coulomb - coulomb.transpose(0, 1, 3, 2)
    h = np.kron(np.eye(2), mol.intor('int1e_kin') + mol.intor('int1e_nuc'))
    s = np.kron(np.eye(2), mol.intor('int1e_ovlp'))
    return mol.energy_nuc(), h, g, s


bond = 1.75
mol = build_molecule(bond)
nao = mol.nao_nr()
nocc = mol.nelectron
nvir = 2 * nao - nocc
base = integrals(mol)
z_ao = np.kron(np.eye(2), mol.intor('int1e_r', comp=3)[2])


def with_field(strength):
    """Uniform field along z; the energy then changes by -dipole*strength."""
    e0, h, g, s = base
    return e0 - strength * bond, h + strength * z_ao, g, s


def evaluate(ham, c, correlated=True, t=None):
    e0, h_ao, g_ao, _ = ham
    h = c.T @ h_ao @ c
    g = transform(g_ao, (c,) * 4)
    f = fock_matrix(h, g, nocc)
    if t is None:
        t = (solve_amplitudes(f, g, nocc) if correlated
             else np.zeros((nocc, nocc, nvir, nvir)))
    ref, corr, pair = densities(t, 2 * nao)
    gamma = ref + corr
    gen = h @ gamma + 0.5 * np.tensordot(g, pair, axes=([1, 2, 3], [1, 2, 3]))
    energy = e0 + np.sum(h * gamma) + 0.25 * np.sum(pair * g)
    grad = 2 * (gen - gen.T)[nocc:, :nocc]
    return SimpleNamespace(energy=energy, grad=grad, gen=gen, h=h, g=g, f=f,
                           t=t, ref=ref, corr=corr, gamma=gamma, pair=pair, c=c)


def rotation(kappa):
    k = np.zeros((2 * nao, 2 * nao))
    k[nocc:, :nocc] = kappa
    k[:nocc, nocc:] = -kappa.T
    return expm(k)


def brillouin_jacobian(state):
    """Derivative of the occupied-virtual Fock block by orbital rotation."""
    o, f, g = nocc, state.f, state.g
    a = (np.einsum('ab,ij->aibj', f[o:, o:], np.eye(o))
         - np.einsum('ab,ij->aibj', np.eye(nvir), f[:o, :o])
         + np.einsum('ajib->aibj', g[o:, :o, :o, o:])
         + np.einsum('abij->aibj', g[o:, o:, :o, :o]))
    return a.reshape(nvir * o, nvir * o)


def optimize(ham, c, correlated):
    """Quasi-Newton search for stationary orbitals."""
    w, u = np.linalg.eigh(c.T @ ham[3] @ c)
    c = c @ (u / np.sqrt(w)) @ u.T
    for _ in range(80):
        state = evaluate(ham, c, correlated)
        if np.max(np.abs(state.grad)) < 1e-9:
            return state
        step = -np.linalg.solve(brillouin_jacobian(state),
                                0.5 * state.grad.ravel())
        c = c @ rotation(step.reshape(nvir, nocc))
    raise RuntimeError('orbital optimization did not converge')


def dipole(state, density):
    return bond - np.sum((state.c.T @ z_ao @ state.c) * density)


mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
half = nocc // 2
vhalf = nao - half
c_start = np.zeros((2 * nao, 2 * nao))
c_start[:nao, :half] = mf.mo_coeff[:, :half]
c_start[nao:, half:nocc] = mf.mo_coeff[:, :half]
c_start[:nao, nocc:nocc + vhalf] = mf.mo_coeff[:, half:]
c_start[nao:, nocc + vhalf:] = mf.mo_coeff[:, half:]

hf = optimize(base, c_start, False)
mp2 = evaluate(base, hf.c)
omp2 = optimize(base, hf.c, True)
library_corr = mp.MP2(mf).kernel()[0]
assert abs(hf.energy - mf.e_tot) < 1e-8
assert abs(mp2.energy - hf.energy - library_corr) < 1e-7
assert omp2.energy < mp2.energy

# Orbital gradient at fixed amplitudes, away from the stationary point
direction = rng.normal(size=(nvir, nocc))
direction /= np.linalg.norm(direction)
eps = 1e-3
plus = evaluate(base, hf.c @ rotation(eps * direction), t=mp2.t).energy
minus = evaluate(base, hf.c @ rotation(-eps * direction), t=mp2.t).energy
gradient_numeric = (plus - minus) / (2 * eps)
gradient_formula = np.sum(direction * mp2.grad)
# the central difference has an error of order eps squared
assert abs(gradient_numeric - gradient_formula) < 5e-5

# Stationarity in the amplitudes; J is quadratic in them
dt = rng.normal(size=omp2.t.shape)
dt = dt - dt.transpose(1, 0, 2, 3)
dt = dt - dt.transpose(0, 1, 3, 2)
dt *= 0.1 / np.linalg.norm(dt)
up = evaluate(base, omp2.c, t=omp2.t + dt).energy
down = evaluate(base, omp2.c, t=omp2.t - dt).energy
assert abs(up - down) < 1e-9
assert up + down - 2 * omp2.energy > 1e-4

# Invariance to rotations inside the occupied and the virtual space
mix = np.zeros((2 * nao, 2 * nao))
mix[:nocc, :nocc] = np.linalg.qr(rng.normal(size=(nocc, nocc)))[0]
mix[nocc:, nocc:] = np.linalg.qr(rng.normal(size=(nvir, nvir)))[0]
assert abs(evaluate(base, omp2.c @ mix).energy - omp2.energy) < 1e-9

# ---- Dipole moments: re-optimized finite-field energies against densities ----
field = 1e-3
omp2_f = [optimize(with_field(s * field), omp2.c, True) for s in (1, -1)]
mp2_f = []
for s in (1, -1):
    ham_f = with_field(s * field)
    mp2_f.append(evaluate(ham_f, optimize(ham_f, hf.c, False).c).energy)
mu_omp2_ff = -(omp2_f[0].energy - omp2_f[1].energy) / (2 * field)
mu_mp2_ff = -(mp2_f[0] - mp2_f[1]) / (2 * field)
mu_hf = dipole(hf, hf.gamma)
mu_omp2 = dipole(omp2, omp2.gamma)
mu_mp2 = dipole(mp2, mp2.gamma)
zvec = -np.linalg.solve(brillouin_jacobian(mp2), mp2.grad.ravel())
zvec = zvec.reshape(nvir, nocc)
relaxed = mp2.gamma.copy()
relaxed[nocc:, :nocc] += 0.5 * zvec
relaxed[:nocc, nocc:] += 0.5 * zvec.T
mu_mp2_relaxed = dipole(mp2, relaxed)
norm1 = 0.25 * np.sum(omp2.t ** 2)
mu_normalized = dipole(omp2, omp2.ref + omp2.corr / (1 + norm1))
# finite-field error: field squared times a hyperpolarizability
assert abs(mu_omp2 - mu_omp2_ff) < 2e-5
assert abs(mu_mp2_relaxed - mu_mp2_ff) < 2e-5
assert abs(mu_mp2 - mu_mp2_ff) > 1e-3
assert abs(mu_normalized - mu_omp2_ff) > 10 * abs(mu_omp2 - mu_omp2_ff)

# ---- Two-electron perturbation: repulsion scaled by 1 + x ----
dx = 5e-4
scaled = [optimize((base[0], base[1], (1 + s * dx) * base[2], base[3]),
                   omp2.c, True).energy for s in (1, -1)]
repulsion_fd = (scaled[0] - scaled[1]) / (2 * dx)
repulsion_density = 0.25 * np.sum(omp2.pair * omp2.g)
assert abs(repulsion_fd - repulsion_density) < 2e-5

# ---- Bond stretch: the basis functions move with the hydrogen nucleus ----
dr = 5e-4
ham_p = integrals(build_molecule(bond + dr))
ham_m = integrals(build_molecule(bond - dr))
slope_fd = (optimize(ham_p, omp2.c, True).energy
            - optimize(ham_m, omp2.c, True).energy) / (2 * dr)
de, dh, dg, ds = [(p - m) / (2 * dr) for p, m in zip(ham_p, ham_m)]
c = omp2.c
overlap_term = -np.sum(omp2.gen * (c.T @ ds @ c))
slope_formula = (de + np.sum((c.T @ dh @ c) * omp2.gamma)
                 + 0.25 * np.sum(transform(dg, (c,) * 4) * omp2.pair)
                 + overlap_term)
p_spin = c @ omp2.gamma @ c.T
p_ao = p_spin[:nao, :nao] + p_spin[nao:, nao:]
attraction = []
for s in (1, -1):
    with mol.with_rinv_origin((0.0, 0.0, bond + s * dr)):
        attraction.append(-mol.atom_charge(1)
                          * np.sum(p_ao * mol.intor('int1e_rinv')))
slope_bare = de + (attraction[0] - attraction[1]) / (2 * dr)
assert abs(slope_fd - slope_formula) < 2e-5
assert abs(slope_fd - slope_bare) > 1e-3

# ---- Second order: the polarizability does need response ----
alpha_fd = -(omp2_f[0].energy + omp2_f[1].energy
             - 2 * omp2.energy) / field ** 2
frozen = [evaluate(with_field(s * field), omp2.c, t=omp2.t).energy
          for s in (1, -1)]
alpha_frozen = -(frozen[0] + frozen[1] - 2 * omp2.energy) / field ** 2
singlet = []
for a in range(vhalf):
    for i in range(half):
        v = np.zeros((nvir, nocc))
        v[a, i] = v[a + vhalf, i + half] = 1.0
        singlet.append(v)
basis = np.array([v.ravel() for v in singlet])
hessian = np.array([
    basis @ (evaluate(base, c @ rotation(eps * v)).grad
             - evaluate(base, c @ rotation(-eps * v)).grad).ravel() / (2 * eps)
    for v in singlet])
assert np.max(np.abs(hessian - hessian.T)) < 1e-3
hessian = 0.5 * (hessian + hessian.T)
lowest = np.linalg.eigvalsh(hessian)[0]
assert lowest > 0.01
fixed = [evaluate(with_field(s * field), c) for s in (1, -1)]
alpha_amplitudes = -(fixed[0].energy + fixed[1].energy
                     - 2 * omp2.energy) / field ** 2
coupling = basis @ (fixed[0].grad - fixed[1].grad).ravel() / (2 * field)
orbital_response = -np.linalg.solve(hessian, coupling)
alpha_orbitals = -coupling @ orbital_response
alpha_response = alpha_amplitudes + alpha_orbitals
# second differences lose digits: energy noise is divided by field squared
assert abs(alpha_frozen) < 1e-3
assert abs(alpha_fd - alpha_response) < 2e-3
assert np.max(np.abs(orbital_response)) > 0.01

debye = (constants.e * constants.physical_constants['Bohr radius'][0]
         / (1e-21 / constants.c))
print('Hydrogen fluoride, 6-31G, all electrons correlated')
print(f'bond length                           {bond:.2f} bohr')
print(f'spin orbitals occupied, virtual       {nocc}, {nvir}')
print(f'Fock-space check of J, deviation      {fock_space_error:.1e}')
print(f'Hartree-Fock energy                   {hf.energy:.6f} hartree')
print(f'MP2 energy                            {mp2.energy:.6f} hartree')
print(f'OMP2 energy                           {omp2.energy:.6f} hartree')
print(f'directional gradient, numeric         {gradient_numeric:.6f} hartree')
print(f'directional gradient, formula         {gradient_formula:.6f} hartree')
print(f'largest orbital gradient, MP2         '
      f'{np.max(np.abs(mp2.grad)):.5f} hartree')
print(f'largest orbital gradient, OMP2        '
      f'{np.max(np.abs(omp2.grad)):.1e} hartree')
print(f'largest f_ai at OMP2 optimum          '
      f'{np.max(np.abs(omp2.f[nocc:, :nocc])):.5f} hartree')
print(f'largest Z-vector element, MP2         {np.max(np.abs(zvec)):.5f}')
print(f'field step                            {field:.4f} a.u.')
print(f'dipole Hartree-Fock                   {mu_hf:.6f} e bohr')
print(f'dipole MP2 unrelaxed density          {mu_mp2:.6f} e bohr')
print(f'dipole MP2 with Z-vector              {mu_mp2_relaxed:.6f} e bohr')
print(f'dipole MP2 finite field               {mu_mp2_ff:.6f} e bohr')
print(f'dipole OMP2 unrelaxed density         {mu_omp2:.6f} e bohr')
print(f'dipole OMP2 finite field              {mu_omp2_ff:.6f} e bohr')
print(f'dipole OMP2 normalized expectation    {mu_normalized:.6f} e bohr')
print(f'norm <Psi1|Psi1>, OMP2                {norm1:.6f}')
print(f'dipole MP2 with Z-vector              '
      f'{mu_mp2_relaxed * debye:.4f} debye')
print(f'dipole OMP2 unrelaxed density         {mu_omp2 * debye:.4f} debye')
print(f'repulsion scaling step                {dx:.4f}')
print(f'dE/dx repulsion, re-optimized         {repulsion_fd:.6f} hartree')
print(f'dE/dx repulsion, from Gamma           {repulsion_density:.6f} hartree')
print(f'bond step                             {dr:.4f} bohr')
print(f'dE/dR re-optimized                    {slope_fd:.6f} hartree/bohr')
print(f'dE/dR densities and overlap term      {slope_formula:.6f} hartree/bohr')
print(f'overlap term alone                    {overlap_term:.6f} hartree/bohr')
print(f'dE/dR bare Hellmann-Feynman           {slope_bare:.6f} hartree/bohr')
print(f'lowest singlet orbital Hessian value  {lowest:.4f} hartree')
print(f'largest orbital response to field     '
      f'{np.max(np.abs(orbital_response)):.4f} a.u.')
print(f'polarizability zz, finite field       {alpha_fd:.4f} a.u.')
print(f'polarizability zz, response           {alpha_response:.4f} a.u.')
print(f'  part at fixed orbitals              {alpha_amplitudes:.4f} a.u.')
print(f'  part from orbital response          {alpha_orbitals:.4f} a.u.')
print(f'polarizability, all frozen            {abs(alpha_frozen):.4f} a.u.')
print('every check passed')
```

It prints:

```
Hydrogen fluoride, 6-31G, all electrons correlated
bond length                           1.75 bohr
spin orbitals occupied, virtual       10, 12
Fock-space check of J, deviation      8.9e-16
Hartree-Fock energy                   -99.983396 hartree
MP2 energy                            -100.112573 hartree
OMP2 energy                           -100.113199 hartree
directional gradient, numeric         0.010476 hartree
directional gradient, formula         0.010476 hartree
largest orbital gradient, MP2         0.02816 hartree
largest orbital gradient, OMP2        3.2e-10 hartree
largest f_ai at OMP2 optimum          0.01424 hartree
largest Z-vector element, MP2         0.01638
field step                            0.0010 a.u.
dipole Hartree-Fock                   0.908145 e bohr
dipole MP2 unrelaxed density          0.899994 e bohr
dipole MP2 with Z-vector              0.872906 e bohr
dipole MP2 finite field               0.872903 e bohr
dipole OMP2 unrelaxed density         0.870026 e bohr
dipole OMP2 finite field              0.870023 e bohr
dipole OMP2 normalized expectation    0.870282 e bohr
norm <Psi1|Psi1>, OMP2                0.030952
dipole MP2 with Z-vector              2.2187 debye
dipole OMP2 unrelaxed density         2.2114 debye
repulsion scaling step                0.0005
dE/dx repulsion, re-optimized         45.056770 hartree
dE/dx repulsion, from Gamma           45.056768 hartree
bond step                             0.0005 bohr
dE/dR re-optimized                    -0.023518 hartree/bohr
dE/dR densities and overlap term      -0.023518 hartree/bohr
overlap term alone                    -0.333051 hartree/bohr
dE/dR bare Hellmann-Feynman           -0.134618 hartree/bohr
lowest singlet orbital Hessian value  1.6418 hartree
largest orbital response to field     1.0943 a.u.
polarizability zz, finite field       4.0838 a.u.
polarizability zz, response           4.0838 a.u.
  part at fixed orbitals              0.0274 a.u.
  part from orbital response          4.0564 a.u.
polarizability, all frozen            0.0000 a.u.
every check passed
```
